Implicit finite volumes for wafer heating: energy balance and gradient error

Before a computed wafer temperature is used to set a lamp pulse, someone must decide how many cells to place through the thickness. The total energy balance is a tempting criterion, but it cannot settle the matter: the scheme below closes that balance on four cells while missing the front-to-back temperature difference by 18%. The cell count has to come from the error of the temperature difference itself, which can be predicted from the absorbed power density at the faces.

**The heating model**

Let z run inward from the illuminated face, z = 0, to the back face, z = L. The wafer is laterally uniform, and gas cooling and phase changes are left out. With enthalpy per volume H(T), heat capacity C = dH/dT and conductivity k(T),

∂H/∂t = −∂q/∂z + S,  q = −k ∂T/∂z.

Here q is positive toward the back and S is the absorbed lamp power per volume. Each face exchanges radiation with black walls at temperature Tw. The net losses are

Ef = εf σ(Tf⁴ − Tw⁴),  Eb = εb σ(Tb⁴ − Tw⁴).

Outward conduction supplies them, so q(0) = −Ef and q(L) = Eb. The minus sign has a consequence that is easy to miss: when both faces lose heat, temperature first rises on going inward from either one, so the hottest point lies inside the wafer. The rise can be slight; in the steady case below it is about 0.1 K from the front face. "Drop" below means Tf − Tb, not the largest internal difference.

Constant emissivities at the faces assume that the wafer is opaque to its own thermal radiation. If it is not, emission and reabsorption occur throughout the volume and these boundary conditions fail.

**Absorbed light**

The lamp is treated as one band at normal incidence with irradiance I. Both faces have reflectance R, and reflected beams are added as powers, without interference. The absorption coefficient α(z) does not depend on temperature. This is a model assumption: in lightly doped silicon, for light near or beyond the band edge, absorption rises strongly on heating, and the profile would have to be updated with T. Define

τ(z) = ∫₀ᶻ α(s) ds,  t₁ = exp[−τ(L)],

where t₁ is the transmission of one pass. Let F₊ and F₋ be the forward and backward fluxes. The beam reaching the back is t₁F₊(0); a fraction R returns and is attenuated once more, so F₋(0) = R t₁² F₊(0). At the front,

F₊(0) = (1 − R)I + R F₋(0) = (1 − R)I + R² t₁² F₊(0),

F₊(0) = (1 − R)I/(1 − R² t₁²).

Inside, F₊(z) = F₊(0)e^(−τ) and F₋(z) = F₋(0)e^(τ). The net flux P = F₊ − F₋ obeys

−dP/dz = α(F₊ + F₋) = S.

The total absorbed flux is therefore

P(0) − P(L) = F₊(0)[1 − R t₁² − t₁ + R t₁]
= F₊(0)(1 − t₁)(1 + R t₁).

Since 1 − R²t₁² = (1 − R t₁)(1 + R t₁), this equals AI with

A = (1 − R)(1 − t₁)/(1 − R t₁).

For strong absorption t₁ → 0 and A → 1 − R. For weak absorption A → τ(L), because 1 − t₁ ≈ τ(L) and 1 − R t₁ ≈ 1 − R.

**Finite volumes**

Divide the thickness into N cells of width h = L/N. Integrating S over cell i gives its absorbed power per area,

Qi = P(left face) − P(right face).

Adding the cells cancels every interior P and leaves AI on any grid. Sampling S at cell centres would not have this property.

For conduction, introduce Θ(T) = ∫ k dT, so that q = −dΘ/dz. Between neighbouring centres, and between a surface and the nearest centre, the discrete fluxes are

q(i+½) = (Θi − Θi+1)/h,
q(front) = 2(Θf − Θ1)/h,  q(back) = 2(ΘN − Θb)/h.

The factor 2 reflects the half-cell distance. The energy equations are

h dHi/dt = Qi + q(i−½) − q(i+½),
0 = −Ef − q(front),  0 = q(back) − Eb,

with the surface fluxes used in the end cells. The surface temperatures are unknowns without heat capacity. Summing all equations cancels each conductive flux in pairs:

d/dt Σ hHi = AI − Ef − Eb.

This identity contains no truncation error, but it says nothing about how heat is distributed among the cells.

**The implicit step**

Write U for the cell enthalpies hHi and F for their net powers. A step Δt uses two stages,

U₁ = Uₙ + γΔt F₁,
U₂ = Uₙ + Δt[(1 − γ)F₁ + γF₂],

at times tₙ + γΔt and tₙ + Δt. The result is Uₙ₊₁ = U₂. The weights add to one. Second order also requires the weighted stage time to be ½, as in the integral of a linear function:

(1 − γ)γ + γ = ½,  or  2γ² − 4γ + 1 = 0.

The root below one is γ = 1 − 1/√2.

For a decaying mode U′ = λU, put x = λΔt. The first stage gives U₁ = Uₙ/(1 − γx). Substitution in the second gives

U₂/Uₙ = [1 + (1 − 2γ)x]/(1 − γx)².

This tends to zero as x → −∞, so very fast conduction modes are damped. On the imaginary axis x = iy, the squared numerator is 1 + (1 − 2γ)²y² and the squared denominator is 1 + 2γ²y² + γ⁴y⁴. The equation for γ makes (1 − 2γ)² = 2γ², so the ratio does not exceed one. Its pole is at positive x; by the maximum principle the ratio is bounded by one throughout the left half-plane. Linear decaying modes are thus stable for any step. Accuracy still limits Δt.

Each stage is nonlinear. With a = γΔt and known part Bi, an interior cell has residual

ri = hHi − Bi − a[Qi + (Θi−1 − 2Θi + Θi+1)/h].

Because dΘ/dT = k, its derivatives are

∂ri/∂Ti = hCi + 2a ki/h,
∂ri/∂Ti±1 = −a ki±1/h.

Next to a surface, the half-cell link changes the diagonal factor 2 to 3 and the surface coupling from 1 to 2. For the front surface, whose residual is a[Ef + 2(Θf − Θ1)/h],

∂rf/∂Tf = a[2kf/h + 4εf σTf³],
∂rf/∂T1 = −2a k1/h.

The back is analogous. Every Newton correction therefore needs one tridiagonal solve.

Stopping after one correction leaves an energy error. If a cell temperature changes by δ, linearization replaces H(T + δ) by H(T) + Cδ and omits ½(dC/dT)δ² at leading order; the T⁴ losses have a similar remainder. These remainders do not cancel between cells. When the iteration converges, the summed step obeys

stored energy = absorbed energy − net emitted energy

to rounding, with both sides evaluated at the same stages and weights.

**Error of the temperature drop**

The steady state isolates the spatial error. There dq/dz = S, and because the Qi are exact cell integrals, the discrete face fluxes have the correct differences. For a given Ef they are the true face fluxes. Adding the discrete conduction relations gives

Θf − Θb = h[½q(0) + q(h) + … + q(L − h) + ½q(L)].

The true drop is ∫₀ᴸ q dz. The scheme has replaced this integral by the trapezoidal rule. On one cell, two integrations by parts give

(h/2)[q(0) + q(h)] − ∫₀ʰ q ds = ½∫₀ʰ s(h − s)q″(s) ds ≈ h³q″/12,

since ∫₀ʰ s(h − s) ds = h³/6. Summing over cells turns h q″ into an integral, and q′ = S, so

δ(Θf − Θb) ≈ (h²/12)[S(L) − S(0)].

For front-weighted absorption S(0) > S(L), and the computed drop is too small. The error is second order, with a coefficient set by the power density at the faces.

Surface emission responds slightly to this error. Let g be the trapezoidal error and e the final error in the Θ drop. Since q contains −Ef, e = g − L δEf. Total emission is fixed in steady state, so δEf = −δEb. With wf = 4εfσTf³, wb = 4εbσTb³ and k(δTf − δTb) = e,

δEf = e w/k,  w = wf wb/(wf + wb),
e = g/(1 + Lw/k).

The correction is small when conduction across the wafer is much easier than radiation from its faces.

During heating, q′ = S − C∂T/∂t. If the storage term is nearly uniform, it cancels from q′(L) − q′(0), and the same leading estimate applies. Division by k converts it to temperature:

|δ(Tf − Tb)| ≈ h²|S(0) − S(L)|/(12k).

This needs h small compared with the distance over which S varies.

**How absorption depth sets the drop**

A second estimate gives the drop itself. Suppose the lamp varies slowly compared with conduction across L, and all depths store heat at nearly the same rate. That rate per volume is (AI − Ef − Eb)/L. Then

q(z) = −Ef + P(0) − P(z) − (AI − Ef − Eb)z/L.

Power absorbed at depth s contributes to P(0) − P(z) for all z > s, a length L − s. Hence

∫₀ᴸ [P(0) − P(z)] dz = ∫₀ᴸ S(s)(L − s) ds = AI(L − z̄),

where z̄ is the mean absorption depth. Integrating the remaining terms gives

Θf − Θb ≈ AI(L − z̄) − EfL − ½(AI − Ef − Eb)L
= AI(L/2 − z̄) − ½(Ef − Eb)L.

Absorption at the front surface gives z̄ = 0 and the lamp term AIL/2. Weak uniform absorption gives z̄ → L/2, and the lamp term vanishes even though the wafer is being heated. In steady state AI = Ef + Eb, no storage assumption is needed, and the expression becomes the exact steady relation AI(L − z̄) − EfL.

**A one-second pulse**

Take a model wafer with L = 0.80 mm, initially at 800 K, between walls at 300 K. The emissivities are 0.70 in front and 0.60 at the back, and R = 0.30. Material properties are

k = 30(1000 K/T) W/(m K),
C = 2.00 × 10⁶ + 400(T − 1000 K) J/(m³ K),

with T in kelvin and the slope 400 in J/(m³ K²). Absorption is

α(z) = αb + αs e^(−z/d),

where αb = 1.0 × 10³ m⁻¹, αs = 2.0 × 10⁴ m⁻¹ and d = 50 μm. Integration gives

τ(L) = αbL + αs d(1 − e^(−L/d)) = 0.80 + 1.00 = 1.80.

Thus t₁ = 0.1653 and

A = 0.70(1 − 0.1653)/(1 − 0.30 × 0.1653) = 0.6148.

The irradiance is I = I₀ sin²(πt/1 s), with I₀ = 3.0 MW/m², for one second and zero afterwards. Its time integral is I₀/2 times one second, so the wafer absorbs 0.6148 × 1.5 × 10⁶ = 9.22 × 10⁵ J/m².

With 64 cells and Δt = 1.25 ms, the front reaches 1310 K at 0.875 s. It stays within 50 K of that peak for 0.641 s. At the peak, AI is still 2.7 × 10⁵ W/m², above the combined face loss of about 2.2 × 10⁵ W/m². The wafer as a whole is therefore still gaining energy; the front has begun to cool because its excess over the interior is shrinking.

After two seconds the ledger, in J/m², reads

922166 − 291048 = 631118.

These are absorbed, net emitted and stored energy. The relative defect, measured against absorbed energy, is 2 × 10⁻¹⁵. A different calculation is needed to judge the emitted energy itself. A Legendre spectral discretization with 33 nodes, advanced by an adaptive implicit Runge–Kutta method, gives 291050 J/m². It also gives the same final front temperature, 1194.17 K, to the digits shown.

The explicit Euler method would face a severe step limit. For insulated faces and constant diffusivity D = k/C, the fastest conduction mode decays at nearly 4D/h², so stability requires Δt ≤ h²/(2D). At 1000 K, D = 1.5 × 10⁻⁵ m²/s and h = 12.5 μm, giving 5.2 μs. The implicit step used here is 240 times longer. At the 800 K start, D = 1.95 × 10⁻⁵ m²/s and the limit is tighter still, 4.0 μs.

**Reading the convergence**

For the steady case the lamp is held at 4.0 × 10⁵ W/m². Solving the total radiative balance together with the exact flux integral, as one scalar root problem, gives Tf = 1353.5 K, Tb = 1350.8 K and Θf − Θb = 60.403 W/m. The finite-volume errors in this Θ drop are:

N = 16: −1.134 W/m
N = 32: −0.298 W/m
N = 64: −0.0757 W/m

The last two give order log₂(0.2983/0.0757) = 1.98. The leading formula predicts −0.0766 W/m for N = 64. At this temperature Lw/k is about 0.0065, so emission feedback reduces the predicted magnitude to 0.0761 W/m. Most of the remaining half per cent is accounted for by the next Euler–Maclaurin term, whose relative size is −h²S″(0)/(60S(0)) ≈ −0.005.

At 0.4 s in the pulse, the spectral solution gives Tf − Tb = 14.765 K. With Δt = 1.25 ms, the finite-volume errors are:

N = 16: −0.252 K
N = 32: −0.066 K
N = 64: −0.017 K

The observed order is again 1.98. On this evidence, an error of 0.1 K at this moment needs about 64√(0.0168/0.1) ≈ 26 cells.

A local gradient behaves differently. At z = L/4 the spectral value is −2.9546 × 10⁴ K/m. The finite-volume value is −q/k at that cell face, with k taken at the temperature whose Θ is the mean of the two neighbouring cells. With Δt = 1.25 ms it differs from the spectral value by less than 0.02 K/m on all three grids, and the differences show no order. Conservation keeps the flux error small: the flux through an interior face equals the power absorbed on its front side, less what is stored and emitted there, so the error of the drop enters the flux only through small changes of storage and emission. The gradient −q/k also carries the error of the face temperature, through k(T). At 0.4 s these two contributions happen to cancel almost exactly (about +0.34 and −0.34 K/m on 16 cells). What is left is comparable with higher-order spatial terms and with the time-step error, about −0.017 K/m, so no order is seen. Earlier in the pulse the flux part dominates, and from 0.5 s on the two parts have the same sign. A small second-order error then appears: −3.3, −0.87 and −0.22 K/m on the three grids at 0.6 s, of order 10⁻⁴ of the gradient on 16 cells. On 16 cells the drop is 1.7% low, while this gradient shows no comparable error. One well-converged interior gradient therefore does not certify the drop.

Time accuracy needs its own refinement. On 16 cells, the stored energy at 0.4 s changes by 0.268 J/m² when Δt falls from 4 to 2 ms, and by 0.069 J/m² from 2 to 1 ms. The observed order is log₂(0.2684/0.0694) = 1.95.

Now take four cells and Δt = 20 ms. At 0.4 s the relative energy defect is 2 × 10⁻¹⁶, yet the drop is 2.61 K too small, or 18% of the reference. Each cell is 200 μm wide, four times the decay depth d, so the leading error formula is outside its range. Repeating this run with one Newton correction per stage raises the energy defect to 7.0 × 10⁻⁴ of the absorbed energy. The balance thus reveals the unfinished solve here, almost entirely through the remainder of H(T), but not the unresolved temperature profile. Nor does it reveal every unfinished solve: with constant C and insulated faces it would close after one correction even if k(T) had not converged, because the conduction terms cancel in pairs.

**What the depth profile changes**

For the layered absorber z̄ = 122 μm. Spreading the same optical depth uniformly leaves A unchanged but moves z̄ to 297 μm. On 64 cells the largest drops during the pulse are 18.6 K and 6.8 K respectively; the layered value is about 0.02 K below its converged value, 18.66 K.

The layered maximum occurs at 0.549 s, when AI = 1.801 × 10⁶ W/m². The lamp term is

1.801 × 10⁶ × (400 − 122) × 10⁻⁶ = 501 W/m.

Unequal face losses subtract about 5 W/m, giving 495.5 W/m against 494.5 W/m from the full calculation on 64 cells. The error formula above attributes about 0.56 W/m of this gap to the grid. For uniform absorption the corresponding values are 182.2 and 181.9 W/m. The factor of 2.7 between the temperature drops is therefore mainly the ratio of the distances L/2 − z̄, namely 278/103.

The maximum comes after the lamp peak largely because k falls as the wafer heats. With k ∝ 1/T, the drop varies roughly as T sin²(πt/1 s). Setting its logarithmic derivative to zero gives

(1/T)dT/dt + (2π/1 s)cot(πt/1 s) = 0.

Near the maximum T ≈ 1130 K and dT/dt ≈ 1020 K/s, which places it about 45 ms after the lamp peak; the computed delay is 48 to 49 ms, the maximum being flat and sampled every 1.25 ms. The estimate omits the finite conduction time and the changing face losses.

For a faster pulse, the quasi-steady estimate fails once the lamp changes appreciably during the conduction time, of order L²/(π²D), about 5 ms here. The finite-volume equations remain applicable, but both h and Δt must then resolve the transient heat layer near the front.
